# Why phonon resistivity lowers wind charge but not wind force

## What symmetry and dimensions allow

The electron wind is the force that drifting electrons exert on an atom by scattering from it. Consider a dilute, static, elastic scatterer whose scattering depends on the angle between incoming and outgoing directions alone. It sits in a degenerate free-electron gas with a spherical Fermi surface.

The force vanishes when the electron distribution is isotropic, and to leading order it is linear in the departure from isotropy. A force is a vector. With a rotationally symmetric scatterer, the part of the distribution that can produce it is the part that itself transforms as a vector. On one spherical energy surface, that same part fixes the current density $\mathbf j$. Hence $\mathbf F_w=C\,\mathbf j$, where $C$ depends on the scatterer and the Fermi surface, not on what else scatters the electrons.

The units of $C$ are those of momentum times area divided by charge. The natural combination is $\hbar k_F\sigma/e$, with $k_F$ the Fermi wavenumber, $\sigma$ a cross-section and $e>0$ the elementary charge. Dimensions do not fix the numerical factor or say which cross-section enters; the collision calculation does.

## The force from collisions

An electron with wavevector $\mathbf k$ and speed $v=\hbar k/m$ scatters through an angle $\Theta$ and gives the atom momentum $\hbar(\mathbf k-\mathbf k')$. The outgoing directions are symmetric about $\mathbf k$, so the transverse parts average to zero. The parallel part is $\hbar k(1-\cos\Theta)$, because elastic scattering keeps $k'=k$. With the transport cross-section

$$\sigma_{tr}=\int\frac{d\sigma}{d\Omega}(1-\cos\Theta)\,d\Omega ,$$

the momentum transferred per unit time and per unit electron density is $v\sigma_{tr}\hbar\mathbf k$.

Pauli blocking multiplies each rate by $1-f(\mathbf k')$, where $f$ is the occupation. The extra term contains $f(\mathbf k)f(\mathbf k')(\mathbf k-\mathbf k')$ times a rate that is unchanged when $\mathbf k$ and $\mathbf k'$ are exchanged. This product changes sign under the exchange, so its double sum is zero. Summing over states, with a factor 2 for spin,

$$\mathbf F_w=2\int\frac{d^3k}{(2\pi)^3}\,f(\mathbf k)\,v\,\sigma_{tr}\,\hbar\mathbf k .$$

Write $f=f_0+\delta f$. The equilibrium part $f_0$ is even in $\mathbf k$ while $\mathbf k$ is odd, so it contributes nothing. At low temperature and weak drive, $\delta f$ lies at $k=k_F$. Since $\mathbf v$ is parallel to $\mathbf k$, $v\mathbf k=k_F\mathbf v$ there, and constants come out of the integral:

$$\mathbf F_w=\hbar k_F\sigma_{tr}\;2\int\frac{d^3k}{(2\pi)^3}\,\mathbf v\,\delta f .$$

The remaining factor is the electron flux density. Electrons carry charge $-e$, so it equals $-\mathbf j/e$, and

$$\boxed{\mathbf F_w=-\frac{\hbar k_F\sigma_{tr}}{e}\,\mathbf j}$$

The minus sign means that the force points along the electron flow. No assumption was made that the Fermi sphere is merely displaced: phonons may distort $\delta f$ over the surface without changing this relation.

## Why the effective charge falls

Effective charge is defined per unit field, $\mathbf F_w=Z_w e\mathbf E$. With $\mathbf E=\rho\mathbf j$, where $\rho$ is the total resistivity (a scalar if conduction is isotropic or the current runs along a principal axis), dividing the force by $e\rho\mathbf j$ gives

$$Z_w=-\frac{K}{\rho},\qquad K=\frac{\hbar k_F\sigma_{tr}}{e^2}.$$

More phonon scattering raises $\rho$ and lowers $|Z_w|$. At fixed $j$ it raises $E$ by the same factor, so the product $Z_w eE=-eKj$ does not move. At fixed field the current falls, and the wind force falls with it.

The momentum budget gives the mechanism. With electron density $n$, the field supplies momentum at the rate $neE$ per unit volume (magnitudes are used here). Scatterers of density $n_d$ receive $n_d\hbar k_F\sigma_{tr}j/e$. Their share is

$$\frac{n_d\hbar k_F\sigma_{tr}\,j/e}{ne\rho j}=\frac{\rho_d}{\rho},\qquad \rho_d=\frac{n_d\hbar k_F\sigma_{tr}}{ne^2}.$$

Here $\rho_d$ is the resistivity these scatterers would cause alone, when they receive the whole supply. Phonons reduce the scatterers' share of the momentum; holding the current fixed enlarges the supply to compensate.

A numerical solution of the Boltzmann equation, with trial angular scattering laws $(1.5-\cos\Theta)^{-2}$ for defects and $1.2-\cos\Theta$ for phonons, tests this. As the ratio of phonon to defect transport rates rises from 0 to 3.79, 15.2 and 60.6, the defects' share falls from 1 to 0.209, 0.062 and 0.016. The force per unit current, scaled by its predicted value, stays at 1.000000. It also stays constant, within one part in $10^6$, when the phonon scattering is made anisotropic. With such phonons acting alone, the part of the departure from equilibrium that is not a simple displacement of the sphere has a root-mean-square size 23% of that of the whole departure, for the direction factor described under Anisotropy below. The figure depends on the trial law: a phonon law $1+\cos\Theta$ gives 11%.

## How large: an indium-like film

The inputs are rough values for indium: 38 atoms/nm³, three free electrons per atom, a phonon resistivity of 9 μΩ cm at 300 K taken proportional to temperature $T$, and a background resistivity of 0.5 μΩ cm. The two resistivities are added. The cross-section, 0.030 nm², is a chosen parameter. The current density is held at 0.10 MA/cm², or $10^9$ A/m².

The electron density is $3\times38=114$ nm⁻³, so $k_F=(3\pi^2n)^{1/3}=15.0$ nm⁻¹. Then

$$K=\frac{(1.055\times10^{-34})(1.500\times10^{10})(3.0\times10^{-20})}{(1.602\times10^{-19})^2}\ \Omega\,\mathrm m=1.85\times10^{-6}\ \Omega\,\mathrm m ,$$

which is 185 μΩ cm. At 300 K, $\rho=9.5$ μΩ cm and $Z_w=-184.9/9.5=-19.5$. The force magnitude is $eKj=2.96\times10^{-16}$ N, or 1.85 μeV/nm.

| $T$ (K) | $\rho$ (μΩ cm) | $E$ (V/cm) | $Z_w$ | $F_w$ (μeV/nm) |
|---|---|---|---|---|
| 250 | 8.0 | 0.80 | −23.1 | −1.85 |
| 300 | 9.5 | 0.95 | −19.5 | −1.85 |
| 350 | 11.0 | 1.10 | −16.8 | −1.85 |
| 400 | 12.5 | 1.25 | −14.8 | −1.85 |

The wind charge loses 36% of its magnitude while the wind force stays put. Using the 250 K charge with the 400 K field would overstate the wind force by the factor $12.5/8.0=1.56$.

## The total force is less constant

The field also acts directly on the ion, through a charge $Z_d$. The total force is

$$F=\left(Z_d-\frac K\rho\right)eE=Z_d e\rho j-eKj .$$

At fixed $j$ the first term grows with $\rho$. For an illustrative unscreened charge $Z_d=+3$, the direct force rises from 0.24 to 0.375 μeV/nm between 250 and 400 K. The total falls in magnitude from 1.61 to 1.47 μeV/nm, a change of −8.4%.

In this model the total would vanish at $\rho=K/Z_d=184.9/3\approx62$ μΩ cm, far above the resistivities in the example. In the opposite limit, where phonon resistivity vanishes, $Z_w$ does not diverge: the background leaves $-184.9/0.5\approx-370$.

## Where "nearly constant" comes from

**Thermal smearing.** Let the mean free path and $\sigma_{tr}$ be independent of energy $\varepsilon$. Then $\delta f\propto\cos\theta\,(-\partial f_0/\partial\varepsilon)$, with $\theta$ measured from the drift direction. The density of states and the speed each vary as $\varepsilon^{1/2}$, so the current is proportional to $\langle\varepsilon\rangle$, where the average has weight $-\partial f_0/\partial\varepsilon$. The force has one more factor $\hbar k\propto\varepsilon^{1/2}$, hence $F_w/j\propto\langle\varepsilon^{3/2}\rangle/\langle\varepsilon\rangle$.

The weight is symmetric about the chemical potential $\mu$, so $\langle\varepsilon\rangle=\mu$ up to exponentially small terms. Integration by parts gives $n\propto\int\varepsilon^{1/2}f_0\,d\varepsilon=\tfrac23\langle\varepsilon^{3/2}\rangle$. Fixed density therefore keeps $\langle\varepsilon^{3/2}\rangle=E_F^{3/2}$, with $E_F$ the Fermi energy. Relative to its zero-temperature value, $F_w/j$ is thus $E_F/\mu$.

To find $\mu$, expand about it using $\langle(\varepsilon-\mu)^2\rangle=\pi^2(k_BT)^2/3$:

$$E_F^{3/2}=\mu^{3/2}\left[1+\frac{\pi^2}{8}\left(\frac{k_BT}{\mu}\right)^2\right]
\;\Rightarrow\;
\frac{E_F}{\mu}\simeq1+\frac{\pi^2}{12}\left(\frac{k_BT}{E_F}\right)^2 .$$

With $E_F=8.57$ eV the correction at 400 K is $1.3\times10^{-5}$, which is negligible. If the mean free path or $\sigma_{tr}$ varies smoothly with energy, the coefficient $\pi^2/12$ changes, but the correction is still of order $(k_BT/E_F)^2$.

**Thermal expansion.** Since $k_F\propto n^{1/3}$, it falls as the inverse of length. A rough linear coefficient of 32 ppm/K over 150 K lowers $k_F$, and the wind force at fixed $\sigma_{tr}$ and $j$, by 0.48%.

**Anisotropy.** If the scatterer itself is anisotropic, the symmetry argument fails and the shape of $\delta f$ matters. In a trial model, the scattering rates of both the atom and the phonons carry a factor for each of the incoming and outgoing directions. This factor runs from 0.75 across the field to 1.50 along it; background scattering depends only on the angle between incoming and outgoing directions. Force per unit current then changes by −5.0% between background-dominated and phonon-dominated transport, but by −0.25% between 250 and 400 K. These figures use the trial angular laws given above, with the background sharing the defect law; a phonon law $1+\cos\Theta$ gives −2.3% and −0.06% instead. The second change is small because phonons already dominate. Multiplying a dominant collision rate by a constant rescales $\delta f$ without changing its shape.

## Beside real indium films

The resistivities are of the right size for indium near room temperature, and 400 K is close to its melting point of roughly 430 K. Negative effective charges from a few to a few tens are common in good metals, so −19.5 is not unusual; because $\sigma_{tr}$ was chosen, this is no prediction. Real indium is tetragonal and its Fermi surface is not a single sphere. The trial anisotropy above keeps a spherical surface, so it does not bound the shifts in a real film. Atoms moving along grain boundaries can have another $\sigma_{tr}$, and the force scales in proportion: doubling $\sigma_{tr}$ doubles it.

The calculation also holds $\sigma_{tr}$ fixed as temperature changes. In a real film, thermal vibration of the migrating atom and its neighbours can alter it, and the wind force at fixed $j$ then changes in proportion; that effect is not estimated here.

Surface scattering and heating can be sized. The mean free path, $\hbar k_F/(ne^2\rho)$, is 5.7 nm at 300 K, or 0.028 of a 200 nm film thickness, so surface scattering should be a modest addition to $\rho$. For a wide film on 1 μm of oxide with conductivity 1.4 W/(m K), heat flowing straight down gives a temperature drop across the oxide of $j^2\rho$ times film thickness times oxide thickness, divided by conductivity. This is 0.018 K at 400 K, and at fixed $\rho$ it grows as $j^2$. The substrate below adds its own temperature rise, which can be larger and is not included here.

Net atomic transport also depends on stress, which is omitted here. Moving an atom of volume $\Omega$ along a stress gradient costs energy $\Omega$ times the stress change, so a gradient $|F_w|/\Omega=11.3$ MPa/μm balances the wind alone, and 9.5 MPa/μm balances the total force at 300 K with $Z_d=3$. Bulk indium yields at roughly a few MPa. In a blocked line at balance, the stress at each end is half the gradient times the length, about 5 MPa for 1 μm. A line a few tenths of a micrometre to a micrometre long, or longer, may therefore deform plastically before this balance is reached, although thin films can be stronger than bulk.

## What to do with this

- **Quote the resistivity with every effective charge.** To carry a wind charge to another temperature, multiply it by the old resistivity over the new one. This requires the same migrating defect and a nearly constant $K$. A measured total charge also contains $Z_d$, which must be subtracted before scaling.
- **Separate the two forces by plotting total effective charge against $1/\rho$.** The slope is $-K$ and the intercept is $Z_d$, provided neither varies over the range. The intercept is sensitive to this condition: in the example, a 5% fall in $K$, linear in temperature from 250 to 400 K, would move it from 3 to about 5. The points would still lie on a straight line, so a good fit does not show that $K$ is constant.
- **State what is held fixed.** For an isotropic scatterer and a single spherical Fermi surface, extra phonon resistivity weakens the wind at fixed field, not at fixed current density. With several Fermi sheets, phonons can redistribute the current among them and so change the force per unit current, most of all on passing from background-limited to phonon-limited transport. To reduce the wind on a given defect, reduce $j$.
- **Do not read constant force as constant damage rate.** Let an atom hop a distance $a$ each way at rate $\Gamma$, with barriers tilted by $\pm Fa/2$. Its drift speed is $2a\Gamma\sinh(Fa/2k_BT)\simeq DF/k_BT$, with $D=\Gamma a^2$. The expansion is safe here, since $|F_w|a/k_BT=2.1\times10^{-5}$ at 300 K for $a=0.297$ nm. Where hopping is thermally activated, $D$ rises steeply with temperature, so drift can accelerate while the wind force stays the same.

The remaining values are in the numerical output below. The quantum excess of phonon displacement listed there is for a vibration at the Debye frequency; slower vibrations have a smaller excess.

## Values computed for the example and the checks

```
atom density = 38 nm^-3, valence = 3
electron density = 114 nm^-3
kF = 15.00 nm^-1, EF = 8.57 eV, vF = 1.737e+06 m/s
chosen sigma_tr = 0.030 nm^2
current density = 0.10 MA/cm^2
background resistivity = 0.50 uOhm cm
phonon resistivity at 300 K = 9.00 uOhm cm
K = -Z_w*rho = 184.9 uOhm cm
scatterer resistivity = 0.616 uOhm cm per at.%
T(K) rho(uOhm cm) E(V/cm) Z_w Z_w+3 F_wind F_direct F_total(ueV/nm)
250 8.00 0.800 -23.11 -20.11 -1.849 0.240 -1.609
300 9.50 0.950 -19.46 -16.46 -1.849 0.285 -1.564
350 11.00 1.100 -16.81 -13.81 -1.849 0.330 -1.519
400 12.50 1.250 -14.79 -11.79 -1.849 0.375 -1.474
wind force at 300 K = -2.962e-16 N
change of |Z_w|, 250 to 400 K = -36.0 %
change of |F_total|, same range = -8.4 %
Boltzmann: phonon/defect rate, defect momentum share, scaled force/current
0.000 1.0000 1.000000
3.789 0.2088 1.000000
15.155 0.0619 1.000000
60.618 0.0162 1.000000
displaced-sphere relative error = 4.0e-07
non-shift part of anisotropic phonon distribution = 23.3 %
smearing test at kT/EF=0.02: 3.293e-04, formula 3.290e-04
Neglected effects:
thermal smearing at 400 K = 1.3e-05 (relative)
linear expansion coefficient = 32 ppm/K (rough)
kF change by expansion, 250 to 400 K = -0.48 %
anisotropic model: rate factor g from 0.75 to 1.50
its force/current change, background to phonon limit = -5.00 %
its force/current change, 250 to 400 K = -0.254 %
Debye temperature = 110 K (rough)
quantum excess of phonon displacement^2 at 250 K = 1.6 %
mean free path at 300 K = 5.69 nm, kF*path = 85
film thickness = 200 nm, path/thickness = 0.028
oxide: 1 um thick, 1.4 W/(m K)
Joule heating at 400 K = 0.0179 K
drift velocity = 0.0548 m/s, over vF = 3.2e-08
atomic spacing = 0.297 nm
wind work per spacing / kT at 300 K = 2.1e-05
balancing stress gradient = 11.3 MPa/um
```
